# Radius of an On-State Current Filament in a Threshold Switch

## Problem

A threshold switch is a thin film between two flat electrodes. In its on state the current gathers in a conducting filament that runs straight from one electrode to the other. The device current is $I=100\ \mu\mathrm{A}$ and the current density in the filament is $J_{\rm on}=10^{11}\ \mathrm{A/m^2}$. The filament has a circular cross-section.

1. Find the filament radius $r$, taking the density as uniform inside a sharp edge and zero outside.
2. Find how $r$ changes with $I$ and with $J_{\rm on}$.
3. Estimate how far $r$ moves if the rest of the film leaks, if the edge is soft, or if Joule heating makes the density uneven.

For part 3, take a film of thickness $L=20$ nm under a square pad of side 100 nm, with $V=0.40$ V across the film. The off-state density is $J_{\rm off}=10^8\ \mathrm{A/m^2}$, the edge width parameter is $w=2$ nm, and the thermal conductivity is $\kappa=0.30\ \mathrm{W/(m\,K)}$. The electrodes stay at 300 K, and on-state conduction has an activation energy $E_a=0.050$ eV.

## First estimate by scaling

If $r$ depends on $I$ and $J_{\rm on}$ alone, units fix the form of the answer. The ratio $I/J_{\rm on}$ has the unit $\mathrm{A}/(\mathrm{A/m^2})=\mathrm{m^2}$, and only powers of this ratio are free of the ampere. A length must therefore be proportional to its square root:

$$
r=C\sqrt{\frac{I}{J_{\rm on}}},
$$

where $C$ is a pure number that units cannot supply. Setting $C=1$ gives

$$
r_{\rm est}=\sqrt{\frac{1.0\times10^{-4}\ \mathrm{A}}{1.0\times10^{11}\ \mathrm{A/m^2}}}
=\sqrt{1.0\times10^{-15}\ \mathrm{m^2}}\approx 32\ \mathrm{nm}.
$$

This is the side of a square that would carry the same current at the same density.

## Exact solution for the uniform filament

Current is the flux of current density through the cross-section. In a ring of radius $\rho$ and width $d\rho$ the area is $2\pi\rho\,d\rho$, so

$$
I=\int_0^r J_{\rm on}\,2\pi\rho\,d\rho
=2\pi J_{\rm on}\,\frac{r^2}{2}=\pi r^2J_{\rm on}.
$$

The constant density was taken out of the integral. Dividing by $\pi J_{\rm on}$ and keeping the positive root, since a radius is positive, gives

$$
r=\sqrt{\frac{I}{\pi J_{\rm on}}}.
$$

The area is $I/J_{\rm on}=1.000\times10^{-15}\ \mathrm{m^2}$. Division by $\pi$ gives $3.183\times10^{-16}\ \mathrm{m^2}$, and the root is

$$
r=1.784\times10^{-8}\ \mathrm{m}=17.8\ \mathrm{nm}.
$$

The diameter is 35.7 nm.

If the density varies over the section, define its area average by $\bar J=I/(\pi r^2)$. The same formula then holds with $\bar J$ in place of $J_{\rm on}$. It does not hold with the peak density, a difference that matters once the filament is hot.

**Dependence on current and density.** At fixed $J_{\rm on}$, $r\propto\sqrt I$: four times the current gives 35.7 nm, twice the original radius. At fixed $I$, $r\propto1/\sqrt{J_{\rm on}}$: half the density gives 25.2 nm and twice the density gives 12.6 nm. For small changes, take the logarithm, $\ln r=\tfrac12(\ln I-\ln J_{\rm on}-\ln\pi)$, and differentiate:

$$
\frac{dr}{r}=\frac12\left(\frac{dI}{I}-\frac{dJ_{\rm on}}{J_{\rm on}}\right).
$$

A 10% error in the density thus gives about a 5% error in the radius.

Geometry does not say that $J_{\rm on}$ stays fixed when the current changes; that is a property assumed of the switch. It must fail when the filament reaches the edge of its contact. The area can then grow no further, and extra current has to raise the density.

## Comparison of the two

The estimate and the solution share the same dependence on $I$ and $J_{\rm on}$. Their ratio is

$$
\frac{r_{\rm est}}{r}=\sqrt\pi\approx1.77,
$$

so the estimate lies 77% above the solution. The missing constant is $C=1/\sqrt\pi\approx0.56$, and it comes from the circular shape. Scaling settles how the radius responds to a change of current, while the integral over the disc is needed for its size.

## Corrections to the uniform filament

Each correction below is taken alone, with the total current held at $100\ \mu\mathrm{A}$.

### Leakage outside the filament

Let $S=(100\ \mathrm{nm})^2=10^{-14}\ \mathrm{m^2}$ be the pad area. The area outside the filament carries $J_{\rm off}$, so

$$
I=\pi r^2J_{\rm on}+(S-\pi r^2)J_{\rm off}
=\pi r^2(J_{\rm on}-J_{\rm off})+SJ_{\rm off}.
$$

Subtracting $SJ_{\rm off}$ and dividing by $\pi(J_{\rm on}-J_{\rm off})$ gives

$$
r^2=\frac{I-SJ_{\rm off}}{\pi(J_{\rm on}-J_{\rm off})}.
$$

Here $SJ_{\rm off}=1\ \mu\mathrm{A}$, and the radius becomes 17.76 nm, a change of $-0.45\%$. The current outside the filament is $0.90\ \mu\mathrm{A}$. It is slightly less than $SJ_{\rm off}$ because the filament occupies part of the pad.

### A soft edge

Let the density fall smoothly through half its central value at $\rho=R$:

$$
J(\rho)=J_{\rm on}f(\rho),\qquad f(\rho)=\frac{1}{1+e^{(\rho-R)/w}} .
$$

Integrate the current by parts. The boundary term $\rho^2f/2$ vanishes at $\rho=0$ and at infinity, which leaves

$$
I=2\pi J_{\rm on}\int_0^\infty\rho f\,d\rho
=\pi J_{\rm on}\int_0^\infty\rho^2\left(-\frac{df}{d\rho}\right)d\rho .
$$

The function $-df/d\rho$ is a narrow peak of unit area, symmetric about $R$. Put $\rho=R+wt$ and extend the lower limit to $-\infty$. This adds about $2w^2e^{-R/w}$ to the integral, which is negligible for $R\gg w$. The term linear in $t$ vanishes by symmetry, so

$$
I\simeq\pi J_{\rm on}\left[R^2+w^2\int_{-\infty}^{\infty}\frac{t^2e^{-t}}{(1+e^{-t})^2}\,dt\right].
$$

The remaining integrand is even. For $t>0$, use $e^{-t}/(1+e^{-t})^2=\sum_{m\ge1}(-1)^{m+1}m\,e^{-mt}$ and $\int_0^\infty t^2e^{-mt}dt=2/m^3$. The integral is then

$$
2\sum_{m\ge1}(-1)^{m+1}m\,\frac{2}{m^3}
=4\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
$$

Since $I=\pi J_{\rm on}r^2$ defines the sharp-edged radius $r$,

$$
R\simeq\sqrt{r^2-\frac{\pi^2w^2}{3}}=17.47\ \mathrm{nm},
$$

a change of $-2.1\%$. The tail outside $R$ carries more current than is lost inside $R$, because rings farther out have more area. The half-density radius must shrink to keep the total current fixed.

### Joule heating

The power in the film is $IV=40\ \mu\mathrm{W}$. With a uniform field $V/L$, the heat produced per unit volume is

$$
q=J_{\rm on}\frac VL=2.0\times10^{18}\ \mathrm{W/m^3}.
$$

Let $\theta(\rho,z)$ be the steady temperature rise, with $\theta=0$ at the electrodes $z=0$ and $z=L$. These are treated as ideal heat sinks, and $\kappa$ is taken as the same inside and outside the filament. Then $\nabla^2\theta=-q/\kappa$ for $\rho<r$ and $\nabla^2\theta=0$ for $\rho>r$.

Expand in $\sin kz$ with $k=n\pi/L$, which satisfies the electrode conditions. The expansion coefficient of the constant source is

$$
\frac{2q}{L}\int_0^L\sin kz\,dz=\frac{2q}{n\pi}\,[1-(-1)^n],
$$

which is $4q/(n\pi)$ for odd $n$ and zero for even $n$. Inside the filament each amplitude obeys

$$
\frac1\rho\frac{d}{d\rho}\left(\rho\frac{d\theta_n}{d\rho}\right)-k^2\theta_n=-\frac{4q}{n\pi\kappa}.
$$

A constant solution is $P_n=4q/(n\pi\kappa k^2)$. The source-free equation is solved by the modified Bessel functions $I_0(k\rho)$ and $K_0(k\rho)$. Finiteness on the axis excludes $K_0$ inside, and decay at large distance excludes $I_0$ outside:

$$
\theta_n=P_n+A\,I_0(k\rho)\ \ (\rho<r),\qquad
\theta_n=B\,K_0(k\rho)\ \ (\rho>r).
$$

Write $x=kr$. Continuity of temperature and of heat flux, with $I_0'=I_1$ and $K_0'=-K_1$, requires

$$
P_n+A\,I_0(x)=B\,K_0(x),\qquad A\,I_1(x)=-B\,K_1(x).
$$

The second condition gives $B=-A\,I_1/K_1$. Insert this in the first and multiply by $K_1$:

$$
P_nK_1=-A\,(I_0K_1+I_1K_0)=-\frac Ax ,
$$

where the last step is the Wronskian identity for these functions. Hence $A=-xK_1(x)P_n$. In the mid-plane $\sin(n\pi/2)=(-1)^{(n-1)/2}$, so for $\rho\le r$

$$
\theta(\rho,L/2)=\sum_{n\ \rm odd}(-1)^{(n-1)/2}\frac{4qL^2}{n^3\pi^3\kappa}
\left[1-krK_1(kr)I_0(k\rho)\right].
$$

For a very wide filament the bracket tends to 1 on the axis. The sum $\sum_{n\ \rm odd}(-1)^{(n-1)/2}/n^3=\pi^3/32$ then gives $qL^2/(8\kappa)\approx333$ K. For the actual radius the rise is 284 K at the centre and 134 K at the edge, because heat also escapes sideways. A finite-difference solution of the same heat problem gives the same two values to the nearest kelvin. The mid-plane temperatures are therefore 584 K and 434 K.

With thermally activated conduction in a uniform field, the density relative to its central peak is

$$
\frac{J(\rho)}{J_{\rm peak}}=\exp\left[-\frac{E_a}{k_{\rm B}}\left(\frac1{T(\rho)}-\frac1{T(0)}\right)\right],
$$

where $k_{\rm B}$ is Boltzmann's constant. The ratio is 0.71 at the edge, and its area average is $m=0.88$. If the given $10^{11}\ \mathrm{A/m^2}$ is the peak density, then $I=\pi r_{\rm hot}^2\,mJ_{\rm peak}$ and

$$
r_{\rm hot}=\frac{r}{\sqrt m}\approx19.0\ \mathrm{nm},
$$

an increase of about 7%. If the given density is the area average, the radius remains 17.8 nm.

This is a first-pass estimate. The temperature comes from uniform heating, and its profile is stretched with the radius instead of being solved again together with the current. It also describes the mid-plane alone. At the electrodes the whole section is held at 300 K and conducts less well, so the field there must be stronger than in the mid-plane to carry the same current. The uniform field is therefore a rough approximation. When current and heat are solved together in $\rho$ and $z$ at the same $V$, $I$ and peak mid-plane density, the field on the axis is more than twice as strong at the electrodes as in the mid-plane, the centre temperature falls to about 545 K, and the radius is about 18.9 nm, an increase of 6%. The first-pass radius is close partly because two errors offset each other: making the heating consistent while keeping the field uniform gives about 8%.

## The real device

The on-state values are rough figures for an amorphous-chalcogenide threshold switch; the off-state density and the edge width are assumed for illustration, and the off-state density is on the high side. The density, equal to $10\ \mathrm{MA/cm^2}$, is of the order required of selector devices, and 0.4 V across the film is a modest on-state voltage. The calculated centre temperature is high: common phase-change compositions crystallize at roughly 450 K, so a film of that kind might not stay amorphous if held in this state. The ideal heat sinks understate the temperature. Warming of the metal itself adds up to a few tens of kelvin, and a thermal boundary resistance between film and electrode adds more: with the same uniform heating, an assumed $10\ \mathrm{m^2K/GW}$ raises the centre from 584 K to about 700 K, and $20\ \mathrm{m^2K/GW}$ to about 790 K. With the edge width and activation energy chosen here, uneven density moves the radius most of the three effects, by about 6 to 7% when the quoted density is a peak value. A contact much narrower than 35.7 nm breaks the model more severely: if the current stays within the contact area, the contact sets the radius, and the average density follows from $I$ divided by that area.

## Values computed for the example and the checks

```
INPUTS
current: 100.0 uA
on-state current density: 1.00e+11 A/m^2
film thickness: 20.0 nm
voltage across film: 0.40 V
pad side: 100.0 nm
off-state current density: 1.00e+08 A/m^2
edge width parameter: 2.0 nm
thermal conductivity: 0.30 W/(m K)
ambient temperature: 300 K
activation energy: 0.050 eV
MAIN RESULT
filament area: 1.000e-15 m^2
area divided by pi: 3.1831e-16 m^2
radius: 1.7841e-08 m
radius: 17.84 nm
radius from strip integration: 17.84 nm
diameter: 35.68 nm
SCALING
radius at four times the current: 35.68 nm
radius at half the density: 25.23 nm
radius at twice the density: 12.62 nm
LEAKAGE
current outside filament: 0.901 uA
radius with leakage: 17.76 nm
change of radius: -0.45 percent
SOFT EDGE
half-density radius: 17.47 nm
change of radius: -2.09 percent
JOULE HEATING
power in film: 40.0 uW
heat source density: 2.00e+18 W/m^3
mid-plane rise at centre: 284 K
mid-plane rise at edge: 134 K
finite-difference rise near centre: 284 K
finite-difference rise at edge: 134 K
centre temperature: 584 K
edge temperature: 434 K
edge-to-centre density ratio: 0.710 (no unit)
mean-to-peak density ratio: 0.879 (no unit)
radius if given density is the peak: 19.03 nm
change of radius: 6.66 percent
```
